# Molecular-dynamics time for ten switching events: asymptotic estimate with first correction: a program that tests the result

```python
"""Molecular-dynamics time needed to observe ten independent switching events.

Result under test: with rate k = nu * exp(-B / theta), the mean time for n
events is n / k, and the n-th event time has standard deviation sqrt(n) / k.
B: barrier (eV); theta: Boltzmann constant times temperature (eV);
nu: prefactor as an ordinary frequency (1/ps); n: number of events.
Test model: double well V(x) = B * (1 - (x/a)^2)^2, a in angstrom,
mass in eV ps^2 / angstrom^2, chosen so that the well frequency equals nu.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

BOLTZMANN_EV = const.k / const.e
barrier = 0.6
prefactor = 10.0
temperature = 600.0
events = 10
theta = BOLTZMANN_EV * temperature


def arrhenius_rate(b, th, nu=prefactor):
    return nu * math.exp(-b / th)


def well_mass(b, a, nu):
    """Mass for which the curvature 8 b / a^2 gives the frequency nu."""
    return 8.0 * b / (a * 2.0 * math.pi * nu) ** 2


def flux_rate(b, th, a, mass):
    """Equilibrium one-way flux at x = 0 divided by left-well population."""
    population = quad(lambda x: math.exp(-b * (1 - (x / a) ** 2) ** 2 / th),
                      -3 * a, 0.0, points=[-a], epsabs=1e-13,
                      epsrel=1e-11, limit=400)[0]
    return math.sqrt(th / (2 * math.pi * mass)) * math.exp(-b / th) / population


# Main estimate, times in ns
rate_ps = arrhenius_rate(barrier, theta)
wait_ns = 1e-3 / rate_ps
mean_ns = events * wait_ns


def prob_fewer(lam):
    """Poisson probability of fewer than the wanted number of events."""
    return math.exp(-lam) * sum(lam ** j / math.factorial(j)
                                for j in range(events))


lam95 = brentq(lambda lam: prob_fewer(lam) - 0.05, events, 5 * events)
safe_ns = lam95 * wait_ns

# Harmonic rate against quadrature of the full double well
half_width = 0.5
mass = well_mass(barrier, half_width, prefactor)
flux_600 = flux_rate(barrier, theta, half_width, mass)
flux_ratio = flux_600 / rate_ps
first_correction = 3 * theta / (16 * barrier)
# The neglected next term is of order (theta / barrier)^2, below 0.5 percent.
assert abs(flux_ratio * (1 + first_correction) - 1) < 0.005
cold = barrier / 200
cold_ratio = (arrhenius_rate(barrier, cold)
              / flux_rate(barrier, cold, half_width, mass))
slope = (cold_ratio - 1) * 200
assert abs(slope - 3 / 16) < 0.005

# Barrier sensitivity from two full wells of equal frequency
barrier_error = 0.05
raised = barrier + barrier_error
flux_raised = flux_rate(raised, theta, half_width,
                        well_mass(raised, half_width, prefactor))
error_factor = math.exp(barrier_error / theta)
assert abs(flux_600 / flux_raised / error_factor - 1) < 0.01

# Langevin dynamics at a higher temperature, where switches are frequent
rng = np.random.default_rng(12345)
theta_hot = 0.12
friction = 20.0
step = 0.002
n_steps = 25000
n_traj = 4000
grid = np.linspace(-2.5 * half_width, 2.5 * half_width, 20001)
weight = np.exp(-barrier * (1 - (grid / half_width) ** 2) ** 2 / theta_hot)
cumulative = np.cumsum(weight)
cumulative /= cumulative[-1]
x = np.interp(rng.random(n_traj), cumulative, grid)
v = rng.standard_normal(n_traj) * math.sqrt(theta_hot / mass)
damp = math.exp(-friction * step)
kick = math.sqrt((1 - damp ** 2) * theta_hot / mass)
force_scale = 4 * barrier / (half_width ** 2 * mass)


def acceleration(pos):
    return force_scale * pos * (1 - pos * pos / half_width ** 2)


acc = acceleration(x)
side = x > 0
state = np.where(side, 1.0, -1.0)
raw = np.zeros(n_traj)
committed = np.zeros(n_traj)
for _ in range(n_steps):
    v += 0.5 * step * acc
    x += 0.5 * step * v
    v = damp * v + kick * rng.standard_normal(n_traj)
    x += 0.5 * step * v
    acc = acceleration(x)
    v += 0.5 * step * acc
    new_side = x > 0
    raw += new_side != side
    side = new_side
    # A switch is committed when the opposite minimum has been reached.
    flipped = state * x < -half_width
    committed += flipped
    state[flipped] *= -1.0

run_ps = n_steps * step
raw_rate = raw.mean() / run_ps
committed_rate = committed.mean() / run_ps
flux_hot = flux_rate(barrier, theta_hot, half_width, mass)
# Sampling error is about 2 percent, time-step error about 1 percent.
assert abs(raw_rate / flux_hot - 1) < 0.08
omega_top = math.sqrt(4 * barrier / (mass * half_width ** 2))
damping_ratio = friction / (2 * omega_top)
kramers = math.sqrt(1 + damping_ratio ** 2) - damping_ratio
kappa = committed_rate / flux_hot
# Finite barrier height and sampling each contribute a few percent.
assert abs(kappa / kramers - 1) < 0.10
fano_raw = raw.var(ddof=1) / raw.mean()
fano_committed = committed.var(ddof=1) / committed.mean()
# The sampling error of the variance ratio is about 0.024.
assert abs(fano_committed - 1) < 0.12
assert fano_raw > fano_committed + 0.08

# Sums of sampled exponential waiting times, in units of the mean wait
tenth = rng.exponential(size=(200000, events)).sum(axis=1)
assert abs(tenth.mean() - mean_ns / wait_ns) < 0.05
assert abs(tenth.std() - math.sqrt(events)) < 0.05
assert abs(np.mean(tenth <= lam95) - 0.95) < 0.003
assert abs(np.mean(tenth <= events) - (1 - prob_fewer(events))) < 0.006
barrier_spread = theta * np.log(tenth).std()
barrier_rule = theta / math.sqrt(events)
# The rule is the leading term for many events; ten leave a few percent.
assert abs(barrier_spread / barrier_rule - 1) < 0.05

# Pooled independent replicas: total simulated time to the tenth event
replicas = 20
arrivals = rng.exponential(size=(20000, replicas, events)).cumsum(axis=2)
pooled = np.sort(arrivals.reshape(20000, -1), axis=1)[:, events - 1]
pooled_total = replicas * pooled.mean()
assert abs(pooled_total - events) < 0.1

# Cost with a chosen time step and computing speed
md_step_fs = 1.0
speed = 100.0
mean_steps = mean_ns * 1e6 / md_step_fs
safe_steps = safe_ns * 1e6 / md_step_fs
atomic_time = const.physical_constants["atomic unit of time"][0]


def ten_event_ns(b, temp):
    return events * 1e-3 / arrhenius_rate(b, BOLTZMANN_EV * temp)


print("INPUT AND MAIN ESTIMATE")
print(f"barrier: {barrier:.2f} eV")
print(f"prefactor: {prefactor:.1f} THz")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {theta:.5f} eV")
print(f"barrier / thermal energy: {barrier / theta:.3f}")
print(f"Boltzmann factor: {math.exp(-barrier / theta):.3e}")
print(f"switching rate: {rate_ps * 1e3:.5f} per ns")
print(f"mean wait for one event: {wait_ns:.2f} ns")
print(f"mean time for ten events: {mean_ns:.1f} ns")
print(f"same, converted: {mean_ns * 1e-3:.3f} microseconds")
print(f"same, converted: {mean_ns * 1e-9 / atomic_time:.3e} atomic units")
print(f"standard deviation of that time: {math.sqrt(events) * wait_ns:.1f} ns")
print(f"chance of ten events in mean time: {1 - prob_fewer(events):.3f}")
print(f"expected count for 95% success: {lam95:.3f}")
print(f"run length for 95% success: {safe_ns:.1f} ns")
print("COST")
print(f"chosen time step: {md_step_fs:.1f} fs")
print(f"steps, mean time: {mean_steps:.3e}")
print(f"steps, 95% length: {safe_steps:.3e}")
print(f"chosen speed: {speed:.0f} steps per s")
print(f"computing time, mean: {mean_steps / speed / 86400:.1f} days")
print(f"computing time, 95%: {safe_steps / speed / 86400:.1f} days")
print(f"replicas: {replicas}")
print(f"mean time per replica: {mean_ns / replicas:.2f} ns")
print(f"sampled total, pooled replicas: {pooled_total:.3f} mean waits")
print("SENSITIVITY, mean time for ten events")
print(f"factor for +{barrier_error:.2f} eV barrier: {error_factor:.3f}")
print(f"barrier 0.55 eV, 600 K: {ten_event_ns(0.55, 600):.1f} ns")
print(f"barrier 0.65 eV, 600 K: {ten_event_ns(0.65, 600):.1f} ns")
print(f"barrier 1.20 eV, 600 K: {ten_event_ns(1.2, 600):.3e} ns")
print(f"barrier 0.60 eV, 300 K: {ten_event_ns(0.6, 300):.3e} ns")
print(f"barrier 0.60 eV, 900 K: {ten_event_ns(0.6, 900):.2f} ns")
print(f"barrier uncertainty, simple rule: {barrier_rule:.4f} eV")
print(f"barrier uncertainty, sampled: {barrier_spread:.4f} eV")
print("DOUBLE-WELL TESTS")
print(f"half-width: {half_width:.2f} angstrom")
mass_u = mass * const.e * 1e-4 / const.atomic_mass
print(f"model mass: {mass_u:.1f} u")
print(f"full-well / harmonic rate at 600 K: {flux_ratio:.4f}")
print(f"first anharmonic correction: {first_correction:.4f}")
print(f"fitted correction coefficient: {slope:.4f} (3/16 = {3 / 16:.4f})")
print(f"Langevin thermal energy: {theta_hot:.2f} eV")
print(f"Langevin friction: {friction:.1f} per ps")
print(f"trajectories: {n_traj}, each {run_ps:.0f} ps")
print(f"equilibrium flux rate: {flux_hot:.5f} per ps")
print(f"raw crossing rate: {raw_rate:.5f} per ps")
print(f"committed switching rate: {committed_rate:.5f} per ps")
print(f"committed / flux rate: {kappa:.3f}")
print(f"Kramers factor: {kramers:.3f}")
print(f"variance / mean, raw crossings: {fano_raw:.3f}")
print(f"variance / mean, committed switches: {fano_committed:.3f}")
print(f"ten-event time if Kramers factor is extra: {mean_ns / kramers:.1f} ns")
print("done: every assertion held")
```

Printed output:

```
INPUT AND MAIN ESTIMATE
barrier: 0.60 eV
prefactor: 10.0 THz
temperature: 600 K
thermal energy: 0.05170 eV
barrier / thermal energy: 11.605
Boltzmann factor: 9.125e-06
switching rate: 0.09125 per ns
mean wait for one event: 10.96 ns
mean time for ten events: 109.6 ns
same, converted: 0.110 microseconds
same, converted: 4.531e+09 atomic units
standard deviation of that time: 34.7 ns
chance of ten events in mean time: 0.542
expected count for 95% success: 15.705
run length for 95% success: 172.1 ns
COST
chosen time step: 1.0 fs
steps, mean time: 1.096e+08
steps, 95% length: 1.721e+08
chosen speed: 100 steps per s
computing time, mean: 12.7 days
computing time, 95%: 19.9 days
replicas: 20
mean time per replica: 5.48 ns
sampled total, pooled replicas: 10.033 mean waits
SENSITIVITY, mean time for ten events
factor for +0.05 eV barrier: 2.630
barrier 0.55 eV, 600 K: 41.7 ns
barrier 0.65 eV, 600 K: 288.2 ns
barrier 1.20 eV, 600 K: 1.201e+07 ns
barrier 0.60 eV, 300 K: 1.201e+07 ns
barrier 0.60 eV, 900 K: 2.29 ns
barrier uncertainty, simple rule: 0.0164 eV
barrier uncertainty, sampled: 0.0168 eV
DOUBLE-WELL TESTS
half-width: 0.50 angstrom
model mass: 46.9 u
full-well / harmonic rate at 600 K: 0.9822
first anharmonic correction: 0.0162
fitted correction coefficient: 0.1885 (3/16 = 0.1875)
Langevin thermal energy: 0.12 eV
Langevin friction: 20.0 per ps
trajectories: 4000, each 50 ps
equilibrium flux rate: 0.06404 per ps
raw crossing rate: 0.06308 per ps
committed switching rate: 0.05046 per ps
committed / flux rate: 0.788
Kramers factor: 0.800
variance / mean, raw crossings: 1.338
variance / mean, committed switches: 1.009
ten-event time if Kramers factor is extra: 137.0 ns
done: every assertion held
```
